# Muonic hydrogen: the 1s hyperfine splitting and its Zemach correction

## Definitions and conventions

A lepton of charge $-e$ and mass $m_\ell$ is bound to a proton of mass $m_p$. The lepton is an electron in ordinary hydrogen ($\ell=e$) and a negative muon in muonic hydrogen ($\ell=\mu$). Gaussian units are used, with

$$m_r=\frac{m_\ell m_p}{m_\ell+m_p},\qquad a=\frac{\hbar^2}{m_re^2},\qquad \alpha=\frac{e^2}{\hbar c}.$$

The orbital motion is nonrelativistic. The lepton has the Dirac value $g=2$, so with spins $\mathbf s$ (lepton) and $\mathbf I$ (proton), both of spin one half, the magnetic moments are

$$\boldsymbol\mu_\ell=-\frac{e}{m_\ell c}\,\mathbf s,\qquad \boldsymbol\mu_p=\frac{g_pe}{2m_pc}\,\mathbf I .$$

The proton is described by static, spherical densities of charge, $e\rho_E(r)$, and of magnetization, $\boldsymbol\mu_p\rho_M(r)$, where $\rho_E$ and $\rho_M$ each integrate to one. Their common length scale is called $R$, about 1 fm. The Zemach radius is the mean distance between a point drawn from one density and a point drawn from the other:

$$R_Z=\int\! d^3r\int\! d^3r'\,\rho_M(r)\,\rho_E(r')\,|\mathbf r-\mathbf r'| .$$

The input values are $m_\mu c^2=105.6584$ MeV, $m_pc^2=938.272$ MeV, $g_p=5.5857$ and a proton rms charge radius $r_p=0.8407$ fm. They give $m_rc^2=94.9645$ MeV and $a=284.75$ fm for muonic hydrogen. For ordinary hydrogen $a=52\,947$ fm. The ratio of the two reduced masses is 185.94, while the ratio of the bare lepton masses is 206.77.

## Back of the envelope

Two moments of sizes $e\hbar/2m_\mu c$ and $g_pe\hbar/4m_pc$ at a distance $a$ have an interaction energy of order

$$\frac{g_p}{8}\frac{e^2\hbar^2}{m_\mu m_pc^2a^3}=\frac{g_p}{8}\,\alpha^4\frac{m_r^3c^2}{m_\mu m_p}.$$

The factor after $g_p/8$ is $2.836\times10^{-9}\times8.639$ MeV $=24.5$ meV, so the estimate is 17 meV. It misses a numerical factor, which the derivation below gives as $32/3=\tfrac83\times4$. The $8/3$ arises because an s-state lepton overlaps the proton instead of staying at the distance $a$: it is $8\pi/3$ from the averaged field times $1/\pi$ from the density $1/\pi a^3$ at the proton. The 4 arises because the splitting is the difference between a triplet and a singlet energy, whose spin factors are $+1$ and $-3$ in these units. This brings the splitting to 0.18 eV.

For the size effect, the lepton density near a point proton falls as $e^{-2r/a}\approx1-2r/a$. Across 1 fm it drops by the fraction $2/285$, or 0.7 percent. The proton is the same in both atoms, so this fraction scales as $1/a$, hence as $m_r$, and is about 186 times larger than in ordinary hydrogen.

## The field felt by an s state

The vector potential of the magnetized proton is

$$\mathbf A(\mathbf r)=\int\! d^3r'\,\rho_M(r')\frac{\boldsymbol\mu_p\times(\mathbf r-\mathbf r')}{|\mathbf r-\mathbf r'|^3}=\nabla\times(\boldsymbol\mu_p\Phi_M),\qquad \Phi_M(r)=\int\! d^3r'\,\frac{\rho_M(r')}{|\mathbf r-\mathbf r'|},$$

because $\nabla|\mathbf r-\mathbf r'|^{-1}=-(\mathbf r-\mathbf r')/|\mathbf r-\mathbf r'|^3$. The field is then

$$\mathbf B=\nabla\times\mathbf A=\nabla(\boldsymbol\mu_p\cdot\nabla\Phi_M)-\boldsymbol\mu_p\nabla^2\Phi_M .$$

An s-state density is spherical, so it samples the angular average of $\mathbf B$. The average of $\partial_i\partial_j\Phi_M$ over directions is an isotropic tensor with trace $\nabla^2\Phi_M$, which makes it $\tfrac13\delta_{ij}\nabla^2\Phi_M$. With $\nabla^2\Phi_M=-4\pi\rho_M$,

$$\langle\mathbf B\rangle=\left(\tfrac13-1\right)\boldsymbol\mu_p\nabla^2\Phi_M=\frac{8\pi}{3}\,\boldsymbol\mu_p\,\rho_M(r).$$

The coupling of $\mathbf A$ to the orbital motion, linear in $\mathbf A\cdot\nabla\psi$, vanishes: $\mathbf A=\nabla\Phi_M\times\boldsymbol\mu_p$ is perpendicular to $\mathbf r$, whereas $\nabla\psi$ is parallel to it, and $\nabla\cdot\mathbf A=0$.

The energy $-\boldsymbol\mu_\ell\cdot\mathbf B$, taken to first order, is therefore

$$W=-\frac{8\pi}{3}\,\boldsymbol\mu_\ell\cdot\boldsymbol\mu_p\int\! d^3r\,\rho_M|\psi|^2
=\frac{4\pi}{3}\frac{g_pe^2}{m_\ell m_pc^2}\,\mathbf s\cdot\mathbf I\int\! d^3r\,\rho_M|\psi|^2 .$$

The sign turns positive because the lepton's moment is opposite to its spin. With $\mathbf F=\mathbf s+\mathbf I$,

$$\mathbf s\cdot\mathbf I=\tfrac12(\mathbf F^2-\mathbf s^2-\mathbf I^2)=\tfrac{\hbar^2}{2}\left[F(F+1)-\tfrac32\right],$$

which is $\hbar^2/4$ for $F=1$ and $-3\hbar^2/4$ for $F=0$. The triplet lies higher, and the splitting is

$$\Delta E=\frac{4\pi}{3}\frac{g_pe^2\hbar^2}{m_\ell m_pc^2}\int\! d^3r\,\rho_M|\psi|^2. \tag{1}$$

## Point proton

For a point proton the integral in (1) is $|\psi_C(0)|^2=1/\pi a^3$, where $\psi_C$ is the Coulomb 1s function. Inserting $1/a^3=m_r^3e^6/\hbar^6$ and $e^8/\hbar^4c^2=\alpha^4c^2$ gives the Fermi splitting

$$E_F=\frac43\frac{g_pe^2\hbar^2}{m_\ell m_pc^2a^3}=\frac43\,g_p\,\alpha^4\frac{m_r^3c^2}{m_\ell m_p}. \tag{2}$$

The coefficient $4/3$ is $32/3$ times the $1/8$ of the envelope estimate. For muonic hydrogen

$$E_F=\tfrac43\times5.5857\times24.497\ \text{meV}=182.44\ \text{meV},$$

which corresponds to 44.1 THz, or a wavelength of 6.80 µm.

Between the two atoms, $E_F$ changes by the cube of the reduced-mass ratio, from the density at the proton, divided by the bare mass ratio, from the smaller moment of the muon: $185.94^3/206.77\approx3.11\times10^4$. Ordinary hydrogen has $E_F=5.868$ µeV in the same approximation.

## The wavefunction inside the proton

The extended charge replaces the potential energy $-e^2/r$ by $-e^2\Phi_E$, with $\Phi_E(r)=\int d^3r'\rho_E(r')/|\mathbf r-\mathbf r'|$. Multiplying the Schrödinger equation by $-2m_r/\hbar^2$ and using $m_re^2/\hbar^2=1/a$ gives

$$\nabla^2\psi=-\frac2a\,\Phi_E\,\psi-\frac{2m_rE}{\hbar^2}\,\psi .$$

Inside the proton $\Phi_E$ is of order $1/R$, so the first term is of order $\psi/aR$. With $E\approx-e^2/2a$ the second is $\psi/a^2$, smaller by $R/a$, and is dropped. On the right-hand side $\psi$ may be replaced by a constant $C$, since its variation over the proton is itself of relative order $R/a$.

The remaining equation is solved with the identity $\nabla^2|\mathbf r-\mathbf r'|=2/|\mathbf r-\mathbf r'|$, which follows from $(d^2/dr^2+(2/r)\,d/dr)\,r=2/r$:

$$\psi(r)=C\left[1-\frac{D(r)}{a}\right],\qquad D(r)=\int\! d^3r'\,\rho_E(r')\,|\mathbf r-\mathbf r'| . \tag{3}$$

One could add a solution of $\nabla^2\psi=0$, but a spherical one that is regular at the origin is a constant, already contained in $C$.

To fix $C$, consider $r$ well outside the charge. The average of $|\mathbf r-\mathbf r'|$ over the directions of $\mathbf r'$, for $r>r'$, is

$$\frac{(r+r')^3-(r-r')^3}{6rr'}=r+\frac{r'^2}{3r},$$

so $D=r+\langle r^2\rangle_E/3r$. For $R\ll r\ll a$ the bracket in (3) becomes $1-r/a$, which is the start of the Coulomb function $\psi_C=\psi_C(0)e^{-r/a}$. The leftover term is a small $1/r$ admixture with coefficient of order $R^2/a$. In the outer Coulomb region such an admixture changes the amplitude and the normalization by relative order $(R/a)^2$, up to a logarithm of $a/R$. To first order in $R/a$, then, $C=\psi_C(0)$.

## The Zemach correction

Squaring (3) to first order and averaging over the magnetization gives

$$\int\! d^3r\,\rho_M|\psi|^2=|\psi_C(0)|^2\left[1-\frac2a\int\! d^3r\,\rho_M(r)D(r)\right]=|\psi_C(0)|^2\left[1-\frac{2R_Z}{a}\right].$$

By (1) the splitting becomes

$$\Delta E=E_F(1+\delta),\qquad \delta=-\frac{2R_Z}{a}=-\frac{2R_Z\,m_re^2}{\hbar^2}. \tag{4}$$

The correction is negative for two reasons. Spreading the charge weakens the attraction near the centre and lowers the lepton density there, and a spread-out magnetization samples that density away from its maximum at the centre. Since $R_Z$ is a property of the proton,

$$\frac{\delta_{\mu}}{\delta_{e}}=\frac{m_r(\mu p)}{m_r(ep)}=185.94$$

at leading order in $R/a$.

Two limits show what $R_Z$ contains. A point moment at the centre of an extended charge gives $\delta=-2\langle r\rangle_E/a$, and an extended moment around a point charge gives $\delta=-2\langle r\rangle_M/a$. When both are extended, the effects do not simply add, because $R_Z$ is a mean distance between two points.

## A value for the Zemach radius

A model is needed for the densities. Let both be $\rho=\Lambda^3e^{-\Lambda r}/8\pi$, so that the magnetization is assumed to have the shape and radius of the charge. The radial distribution is $4\pi r^2\rho=\tfrac12\Lambda^3r^2e^{-\Lambda r}$, from which $\langle r\rangle=3/\Lambda$ and $\langle r^2\rangle=12/\Lambda^2$. Hence $\Lambda=\sqrt{12}/r_p=4.120\ \text{fm}^{-1}$.

In units of $1/\Lambda$, let $t$ be the larger and $s$ the smaller of the two radii. The two orderings contribute equally, so

$$R_Z\Lambda=\frac12\int_0^\infty\! ds\,e^{-s}\int_s^\infty\! dt\,e^{-t}\left(t^3s^2+\frac{t\,s^4}{3}\right).$$

The inner integrals are $\int_s^\infty t^3e^{-t}dt=e^{-s}(s^3+3s^2+6s+6)$ and $\int_s^\infty te^{-t}dt=e^{-s}(s+1)$. Collecting powers and using $\int_0^\infty s^ne^{-2s}ds=n!/2^{n+1}$,

$$R_Z\Lambda=\frac12\int_0^\infty\! ds\,e^{-2s}\left(\tfrac43s^5+\tfrac{10}3s^4+6s^3+6s^2\right)=\frac12\left(\tfrac52+\tfrac52+\tfrac94+\tfrac32\right)=\frac{35}{8}.$$

This is less than the sum $3+3$ of the two separate limits. It gives $R_Z=1.062$ fm and

$$\delta_\mu=-\frac{2\times1.062}{284.75}=-0.746\ \text{percent},\qquad \delta_e=-\frac{2\times1.062}{52\,947}=-40.1\ \text{ppm}.$$

The shape matters a little. For two Gaussian densities of rms radius $r_p$, the separation vector is Gaussian with variance $\sigma^2=2r_p^2/3$ per component. Its mean length is $\sigma\sqrt{8/\pi}=4r_p/\sqrt{3\pi}=1.095$ fm, which gives $\delta_\mu=-0.769$ percent.

## Comparison

The envelope estimate of 0.7 percent is close to the derived value of about three quarters of a percent. The estimate has the form of (4) with a length of 1 fm in place of $R_Z$, so the closeness reflects that $R_Z$ happens to be near 1 fm.

The expansion in $R/a$ can be avoided by solving the radial Schrödinger equation numerically for the exponential charge density. Solutions integrated outward from the origin and inward from $30a$ are joined at $r=a$ by adjusting the energy, and $|\psi|^2$ is then averaged over $\rho_M$.

| Relative correction | Formula (4) | Numerical solution |
|---|---|---|
| ordinary hydrogen | −40.11 ppm | −40.11 ppm |
| muonic hydrogen | −0.7458 % | −0.7499 % |
| ratio | 185.94 | 186.96 |

The digits compare two treatments of one model; they are not the accuracy of the model. Terms beyond first order enlarge the muonic correction by about 0.55 percent of itself, and the ratio rises from 186 to 187. Formula (4) fails when $R/a$ is no longer small.

The Zemach term lowers the muonic splitting by $0.00746\times182.44=1.36$ meV, to about 181.1 meV. This is the effect of proton size alone and not a full prediction. The muon's anomalous moment, 0.117 percent, would raise the splitting by 0.21 meV. Vacuum polarization, recoil beyond the reduced mass, proton polarizability and relativistic terms are also left out. Power counting does not make vacuum polarization negligible here: it carries one factor $\alpha=0.73$ percent, and its potential falls off roughly as $e^{-2r/\lambda_e}$ or faster, with $\lambda_e=386$ fm the electron's reduced Compton wavelength, while the muon density falls as $e^{-2r/a}$ with $a=285$ fm, so the two lengths are comparable. To first order in $\alpha$ it raises the muonic splitting by about 0.6 percent, or 1.1 meV, which is close in size to the Zemach term and opposite in sign.

All numerical values are calculated from the stated model.
